**Recoil and nuclear size in the neon g-factor difference**

The program evaluates $\Delta g=g({}^{20}\mathrm{Ne}^{9+})-g({}^{22}\mathrm{Ne}^{9+})$ from $(Z\alpha)^2[(1-2a/3)\Delta\varepsilon-(1+Z)\Delta(\varepsilon^2)]$ plus a Dirac nuclear-size term. Here $\varepsilon$ is the electron-to-nucleus mass ratio, $a$ the free-electron anomaly, $Z$ the nuclear charge and $\alpha$ the fine-structure constant. It asserts that the two-particle wavefunction solves the original Hamiltonian to first order in the field at a sample point, and that integrating the spin terms reproduces the recoil formula for a light nucleus. It also asserts the anomaly's binding correction against a Dirac–Pauli calculation, and the mass-derivative formula for $g$ against direct radial integration for a finite nucleus. The leading size law is tested at $Z=1$ and $Z=10$. With rounded masses and rough radii, the output gives $1.327\times10^{-8}$ from recoil, $1.68\times10^{-10}$ from size and $1.344\times10^{-8}$ in total. The program accepts the quoted $1.35\times10^{-8}$ within its rounding plus the estimated scale of omitted recoil, $7\times10^{-11}$; it does not confirm the third digit.

## Numerical verification

```python
"""
Result under test: the 1s g-factor difference of 20Ne9+ and 22Ne9+ is
  (Z alpha)^2 [(1-2a/3) D(eps) - (1+Z) D(eps^2)] + nuclear-size difference,
with eps = electron mass / nuclear mass, a = free-electron anomaly, D = value
for 20Ne minus value for 22Ne. The leading size shift of g is
(8/3)(Z alpha)^4 <r^2>, with r in reduced Compton wavelengths.
Two-body tests use atomic units. Dirac tests use hbar = c = 1 and unit
electron mass unless the mass is varied. G, F are radial Dirac functions.
Higher-order recoil, including QED recoil of order (Z alpha)^5 eps, is omitted.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

mp.mp.dps = 40
alpha = const.fine_structure


def binding(Z, eps, a):
    """Coefficient of alpha^2 in the two-body g factor."""
    x, y = eps / (1 + eps), 1 / (1 + eps)
    c1 = x * (y + Z * x) + y
    c2 = y * (y + Z * x) + Z * x
    return 2 * Z**2 * (-y**2 * (3 + a) / 6
                      + y * ((1 + 2*a) * c1 / 6 - (1 + a) * eps * c2 / 3))


# Two-particle test: insert the wavefunction in the original Hamiltonian.
b = sp.symbols("b", real=True)
coords1 = sp.symbols("x1 y1 z1", real=True)
coords2 = sp.symbols("x2 y2 z2", real=True)
r1, r2 = sp.Matrix(coords1), sp.Matrix(coords2)
Zt, Mt = sp.Integer(2), sp.Integer(3)
total_mass = 1 + Mt
mu = Mt / total_mass
relative = r1 - r2
center = (r1 + Mt * r2) / total_mass
field = sp.Matrix([0, 0, b])
lam = (-Mt - Zt) / (2 * total_mass)
distance = sp.sqrt(relative.dot(relative))
log_psi = sp.I * lam * field.cross(center).dot(relative) - Zt * mu * distance
residual = -Zt / distance + Zt**2 * mu / 2
field_momenta = []
for coords, position, charge, mass in (
        (coords1, r1, -1, 1), (coords2, r2, Zt, Mt)):
    A = field.cross(position) / 2
    gradient = sp.Matrix([sp.diff(log_psi, q) for q in coords])
    laplacian = sum(sp.diff(gradient[i], coords[i]) for i in range(3))
    residual += (-laplacian - gradient.dot(gradient)
                 + 2*sp.I*charge*A.dot(gradient)
                 + charge**2*A.dot(A)) / (2*mass)
    momentum = -sp.I * gradient - charge * A
    field_momenta.append(sp.diff(momentum, b).subs(b, 0))
point = dict(zip(coords1 + coords2,
                 [sp.Rational(n, 7) for n in (3, 5, -2, -4, 1, 6)]))
for expression in (residual, sp.diff(residual, b)):
    value = complex(sp.N(expression.subs(b, 0).subs(point), 25))
    assert abs(value) < 1e-12

X = sp.symbols("X Y W", real=True)
at_center = dict(zip(coords1 + coords2,
                     [mu*q for q in X] + [-q/total_mass for q in X]))
momentum_functions = [sp.lambdify(X, list(v.subs(at_center)), "numpy")
                      for v in field_momenta]
a_test = 0.3
decay = float(Zt * mu)
rad_t, rad_w = np.polynomial.laguerre.laggauss(8)
cos_t, cos_w = np.polynomial.legendre.leggauss(6)
average = 0.0
for t, wt in zip(rad_t, rad_w):
    for ct, wc in zip(cos_t, cos_w):
        for phi in np.arange(4) * np.pi / 2:
            r = t / (2*decay)
            st = np.sqrt(1 - ct**2)
            direction = np.array([st*np.cos(phi), st*np.sin(phi), ct])
            d1, d2 = [np.array(f(*(r*direction)), dtype=complex).real
                      for f in momentum_functions]
            E = float(Zt) * direction / r**2
            spin = ((1+a_test)*np.cross(d2/float(Mt), E)
                    - (a_test+0.5)*np.cross(d1, E))[2]
            p_squared = decay**2
            spin += -p_squared/2 - a_test*p_squared*ct**2/2
            average += wt*t**2/2 * wc/2 / 4 * spin
assert abs(2*average - binding(2, 1/3, a_test)) < 1e-10

# Expansion used to name the separate mass terms.
es, As, Zs = sp.symbols("es As Zs")
expanded = binding(Zs, es, As) / Zs**2
first = sp.diff(expanded, es).subs(es, 0)
second = sp.diff(expanded.subs(As, 0), es, 2).subs(es, 0) / 2
assert sp.simplify(first - (1 - 2*As/3)) == 0
assert sp.simplify(second + 1 + Zs) == 0

# Dirac-Pauli test of the anomalous-moment binding correction.
z = 0.02
gamma = np.sqrt(1 - z*z)
ratio = np.sqrt((1-gamma)/(1+gamma))
moments = [quad(lambda t, n=n: t**(2*gamma-n)*np.exp(-2*t), 0, np.inf,
                epsabs=1e-12, epsrel=1e-11)[0] for n in range(3)]
upper = 1 / (1 + ratio**2)
lower = 1 - upper
inverse_r = z * moments[1] / moments[0]
inverse_r2 = z**2 * moments[2] / moments[0]
energy_a = z * ratio * upper * inverse_r2
pauli_g = (2*(upper + lower/3)
           + 4/3*(2*energy_a + z/2*inverse_r*(upper-lower)))
derived = float(sp.diff(expanded.subs(es, 0), As))
# The neglected relative order is z^2 = 0.0004, with a coefficient near one.
assert abs((pauli_g - 2)/z**2 - derived) < 0.003

# Angular part of the Dirac magnetic interaction from Pauli matrices.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]])
angular = 0.0
for ct, wc in zip(cos_t, cos_w):
    for phi in np.arange(4) * np.pi / 2:
        st = np.sqrt(1-ct**2)
        n = np.array([st*np.cos(phi), st*np.sin(phi), ct])
        sigma_r = np.einsum("i,ijk->jk", n, pauli)
        magnetic = n[0]*pauli[1] - n[1]*pauli[0]
        angular += wc/8 * (-1j*magnetic @ sigma_r)[0, 0].real
assert abs(angular + 2/3) < 1e-12


def inner(r, E, m, R, zeta):
    """Regular Dirac solution inside a uniform charge, by power series."""
    s = r / R
    v0, v2 = 3*zeta/2, zeta/2
    g, f = [], []
    for n in range(24):
        gn = mp.mpf(1) if n == 0 else (
            ((E+m)*R+v0)*f[n-1] - (v2*f[n-2] if n > 1 else 0)) / (2*n)
        g.append(gn)
        f.append(-(((E-m)*R+v0)*gn - (v2*g[n-1] if n else 0)) / (2*n+3))
    return (sum(c*s**(2*n+1) for n, c in enumerate(g)),
            sum(c*s**(2*n+2) for n, c in enumerate(f)))


def outer(r, E, m, zeta):
    """Decaying Dirac-Coulomb solution outside the nucleus."""
    p, q = mp.sqrt(m+E), mp.sqrt(m-E)
    k = p*q
    nu, gam = zeta*E/k, mp.sqrt(1-zeta**2)
    v = mp.whitw(nu+mp.mpf("0.5"), gam, 2*k*r)/mp.sqrt(r)
    u = (zeta*m/k-1)*mp.whitw(nu-mp.mpf("0.5"), gam, 2*k*r)/mp.sqrt(r)
    return p*(v+u), q*(u-v)


def energy(m, R, zeta):
    """Match the two radial solutions at the nuclear surface."""
    def mismatch(E):
        gi, fi = inner(R, E, m, R, zeta)
        go, fo = outer(R, E, m, zeta)
        return fi*go - fo*gi
    base = m*mp.sqrt(1-zeta**2)
    shift = mp.mpf(2)/5*zeta**4*m**3*R**2
    e0, e1 = base+shift, base+shift*mp.mpf("1.1")
    f0, f1 = mismatch(e0), mismatch(e1)
    for _ in range(15):
        if f1 == f0:
            break
        new = e1 - f1*(e1-e0)/(f1-f0)
        e0, f0, e1 = e1, f1, new
        if abs(e1-e0) < mp.mpf("1e-30"):
            break
        f1 = mismatch(e1)
    assert abs(e1-e0) < mp.mpf("1e-26")
    return e1


def size_shift(Z, mean_square):
    """Shift of g from the mass derivative of the finite-nucleus energy."""
    zeta = mp.mpf(Z)*alpha
    R = mp.sqrt(mp.mpf(5)*mean_square/3)
    h = mp.mpf("1e-6")
    beta = (energy(1+h, R, zeta)-energy(1-h, R, zeta))/(2*h)
    return mp.mpf(4)/3*(beta-mp.sqrt(1-zeta**2))


# Worked example. Rounded masses and rough nuclear-size inputs.
Z = 10
zeta = Z * alpha
electron_eV = const.physical_constants[
    "electron mass energy equivalent in MeV"][0]*1e6
unit_eV = const.physical_constants[
    "atomic mass constant energy equivalent in MeV"][0]*1e6
anomaly = const.physical_constants["electron mag. mom. anomaly"][0]
M20, M22 = [A*unit_eV - Z*electron_eV for A in (20, 22)]
eps20, eps22 = electron_eV/M20, electron_eV/M22
d_eps = eps20-eps22
d_eps2 = eps20**2-eps22**2
compton = const.hbar/(const.m_e*const.c)*1e10
radius20 = 3.0e-5
d_square = 3.2e-11
radius22 = np.sqrt(radius20**2-d_square)
ms20, ms22 = (radius20/compton)**2, (radius22/compton)**2
shift20, shift22 = size_shift(Z, ms20), size_shift(Z, ms22)
size = float(shift20-shift22)
size_leading = 8/3*zeta**4*(ms20-ms22)

# Direct radial integral against the mass-derivative result.
R = mp.sqrt(mp.mpf(5)*ms20/3)
zm = mp.mpf(Z)*alpha
E20 = energy(mp.mpf(1), R, zm)
gi, fi = inner(R, E20, mp.mpf(1), R, zm)
go, fo = outer(R, E20, mp.mpf(1), zm)
scale = go/gi
nodes, weights = np.polynomial.legendre.leggauss(16)
edges = [mp.mpf(0), R]
while edges[-1] < 35/zm:
    edges.append(2*edges[-1])
norm = magnetic_integral = mp.mpf(0)
for left, right in zip(edges[:-1], edges[1:]):
    for node, weight in zip(nodes, weights):
        r = (left+right+(right-left)*mp.mpf(float(node)))/2
        w = (right-left)*mp.mpf(float(weight))/2
        if r < R:
            G, F = inner(r, E20, mp.mpf(1), R, zm)
            G, F = scale*G, scale*F
        else:
            G, F = outer(r, E20, mp.mpf(1), zm)
        norm += w*(G*G+F*F)
        magnetic_integral += w*r*G*F
g_direct = -mp.mpf(8)/3*magnetic_integral/norm
g_point = mp.mpf(2)/3*(1+2*mp.sqrt(1-zm**2))
# Double-precision quadrature nodes limit this comparison near 1e-14.
assert abs(g_direct-g_point-shift20) < mp.mpf("2e-12")
assert abs(float(g_point)-2-alpha**2*binding(Z, 0, 0)) < zeta**4

# Size law: its relativistic correction must become small at low Z.
ratio_one = float(size_shift(1, ms20))/(8/3*alpha**4*ms20)
ratio_ten = float(shift20)/(8/3*zeta**4*ms20)
assert abs(ratio_one-1) < 0.002
assert abs(ratio_ten-1) < 0.06
assert abs(ratio_one-1) < abs(ratio_ten-1)/10

recoil_first = zeta**2*d_eps
recoil_second = -(1+Z)*zeta**2*d_eps2
recoil_qed = -2*anomaly/3*zeta**2*d_eps
recoil = alpha**2*(binding(Z, eps20, anomaly)-binding(Z, eps22, anomaly))
assert abs(recoil-recoil_first-recoil_second-recoil_qed) < 1e-13
total = recoil+size
omitted_scale = zeta**4*d_eps
# Half a unit in the third digit of 1.35e-8 plus the omitted recoil scale.
assert abs(total-1.35e-8) < 0.005e-8+omitted_scale

print(f"Nuclear charge Z: {Z}")
print(f"Fine-structure constant: {alpha:.9f}")
print(f"Z alpha: {zeta:.7f}")
print(f"(Z alpha)^2: {zeta**2:.7e}")
print(f"Free-electron anomaly a: {anomaly:.9e}")
print(f"Electron rest energy: {electron_eV:.3f} eV")
print(f"20Ne nuclear rest energy, rounded mass: {M20:.6e} eV")
print(f"22Ne nuclear rest energy, rounded mass: {M22:.6e} eV")
print(f"Mass ratio eps, 20Ne: {eps20:.7e}")
print(f"Mass ratio eps, 22Ne: {eps22:.7e}")
print(f"Difference of eps: {d_eps:.6e}")
print(f"Difference of eps^2: {d_eps2:.6e}")
print(f"Reduced Compton wavelength: {compton:.7e} angstrom")
print(f"Rough rms radius, 20Ne: {radius20:.1e} angstrom")
print(f"Implied rms radius, 22Ne: {radius22:.3e} angstrom")
print(f"Rough mean-square-radius difference: {d_square:.1e} angstrom^2")
print(f"Point-nucleus Dirac g: {float(g_point):.9f}")
print(f"Size shift of g, 20Ne: {float(shift20):.5e}")
print(f"Size shift of g, 22Ne: {float(shift22):.5e}")
print(f"Size shift / leading law, Z=1: {ratio_one:.5f}")
print(f"Size shift / leading law, Z=10: {ratio_ten:.5f}")
print(f"Delta g, first-order recoil: {recoil_first:.5e}")
print(f"Delta g, second-order recoil: {recoil_second:.3e}")
print(f"Delta g, anomaly-recoil remnant: {recoil_qed:.3e}")
print(f"Delta g, recoil total: {recoil:.5e}")
print(f"Delta g, leading size law: {size_leading:.3e}")
print(f"Delta g, Dirac size result: {size:.3e}")
print(f"Delta g, total: {total:.4e}")
print(f"Size share of total: {100*size/total:.2f} percent")
print(f"Common free QED term 2a: {2*anomaly:.6e}")
print(f"Common bound QED term a(Z alpha)^2/3: {anomaly*zeta**2/3:.4e}")
print(f"Common QED scale (alpha/pi)(Z alpha)^4: {alpha/np.pi*zeta**4:.3e}")
print(f"Free QED term / Delta g: {2*anomaly/total:.3e}")
print(f"Bound QED term / Delta g: {anomaly*zeta**2/3/total:.2f}")
print(f"Omitted recoil scale (Z alpha)^4 D(eps): {omitted_scale:.2e}")
print(f"QED recoil scale (Z alpha)^5 D(eps): {zeta**5*d_eps:.2e}")
print(f"Omitted recoil scale / total: {100*omitted_scale/total:.2f} percent")
print("tests ok")
```

Running it gives:

```
Nuclear charge Z: 10
Fine-structure constant: 0.007297353
Z alpha: 0.0729735
(Z alpha)^2: 5.3251354e-03
Free-electron anomaly a: 1.159652180e-03
Electron rest energy: 510998.951 eV
20Ne nuclear rest energy, rounded mass: 1.862477e+10 eV
22Ne nuclear rest energy, rounded mass: 2.048776e+10 eV
Mass ratio eps, 20Ne: 2.7436521e-05
Mass ratio eps, 22Ne: 2.4941670e-05
Difference of eps: 2.494851e-06
Difference of eps^2: 1.306758e-10
Reduced Compton wavelength: 3.8615927e-03 angstrom
Rough rms radius, 20Ne: 3.0e-05 angstrom
Implied rms radius, 22Ne: 2.946e-05 angstrom
Rough mean-square-radius difference: 3.2e-11 angstrom^2
Point-nucleus Dirac g: 1.996445171
Size shift of g, 20Ne: 4.74778e-09
Size shift of g, 22Ne: 4.57951e-09
Size shift / leading law, Z=1: 1.00041
Size shift / leading law, Z=10: 1.04028
Delta g, first-order recoil: 1.32854e-08
Delta g, second-order recoil: -7.655e-12
Delta g, anomaly-recoil remnant: -1.027e-11
Delta g, recoil total: 1.32675e-08
Delta g, leading size law: 1.623e-10
Delta g, Dirac size result: 1.683e-10
Delta g, total: 1.3436e-08
Size share of total: 1.25 percent
Common free QED term 2a: 2.319304e-03
Common bound QED term a(Z alpha)^2/3: 2.0584e-06
Common QED scale (alpha/pi)(Z alpha)^4: 6.587e-08
Free QED term / Delta g: 1.726e+05
Bound QED term / Delta g: 153.21
Omitted recoil scale (Z alpha)^4 D(eps): 7.07e-11
QED recoil scale (Z alpha)^5 D(eps): 5.16e-12
Omitted recoil scale / total: 0.53 percent
tests ok
```
